Multiple trapping in an exponential band tail and dispersive transport

Carriers of charge q move in extended states with mobility μ0. Disorder adds a tail of localized states, which act as traps. A trap of depth E lies an energy E > 0 from the mobility edge, on the gap side, and the normalized density of depths is

g(E) = exp(−E/kT0)/(kT0),

where k is Boltzmann's constant and kT0 is the decay energy of the tail, called its width. A free carrier is captured at the total rate ω, with the same capture coefficient c for every trap. A trapped carrier is released to the extended states at the rate

r(E) = ν exp(−E/kT).

Write α = T/T0. All carriers start free at t = 0, the traps stay almost empty, the field F is uniform, and diffusion, hops between traps and deep defects are left out until part (g).

**(a) How are ω and ν related, and how long does a carrier stay in a trap?**

Solution. Let Nt be the density of tail states and Nc the effective density of extended states, so that ω = cNt. In dilute equilibrium, with the Fermi level a distance η from the edge, the free density is Nc exp(−η/kT) and a trap of depth E is occupied with probability exp[−(η − E)/kT]. Capture and release balance at each depth:

c Nc exp(−η/kT) = r(E) exp[−(η − E)/kT].

Hence r = cNc exp(−E/kT), so ν = cNc and ω/ν = Nt/Nc. If the density of states has the value g0 at the edge and stays flat beyond it, then Nt = g0kT0 and Nc = g0kT, which gives ω/ν = 1/α. This choice is used for all numbers below; the formulas keep ω/ν general unless stated.

The probability of still being trapped a time t after capture is the average of exp(−rt) over depth. Put u = exp(−E/kT). Then exp(−E/kT0) = u^α and dE = −kT du/u, so g dE becomes α u^(α−1) du with u from 0 to 1:

Φ(t) = α ∫₀¹ u^(α−1) exp(−νtu) du = α(νt)^(−α) ∫₀^(νt) y^(α−1) e^(−y) dy.

For νt ≫ 1 the last integral tends to Γ(α), and αΓ(α) = Γ(1+α), so

Φ(t) → Γ(1+α)(νt)^(−α).

An exponential distribution of depths combined with an exponential dependence of rate on depth has produced a power law in time. The mean dwell time is the average of 1/r:

τ̄ = (α/ν) ∫₀¹ u^(α−2) du = α/[ν(α−1)] for α > 1.

For α ≤ 1 the integral diverges at u → 0, that is, at large depth. Deep traps are rare, but below T0 their dwell times grow faster with depth than their number falls.

**(b) What fraction of the carriers is free at late times when T < T0, and how far has the average carrier moved in an unlimited sample?**

Solution. Let n(t) be the free fraction and ρ(E,t) the trapped fraction per unit energy. Then

∂ρ/∂t = ωg n − rρ, with ρ(E,0) = 0.

A Laplace transform, marked by a hat, gives ρ̂ = ωg n̂/(s + r). Since 1/(s + r) is the transform of exp(−rt), the integral of g/(s + r) over depth is Φ̂(s). The free and trapped fractions add to 1, whose transform is 1/s:

n̂(1 + ωΦ̂) = 1/s, so n̂ = 1/a(s) with a(s) = s[1 + ωΦ̂(s)].

With σ = s/ν and the substitution of part (a),

νΦ̂ = α ∫₀¹ u^(α−1)/(σ + u) du.

Write this as the integral from 0 to ∞ minus that from 1 to ∞. In the first, u = σv gives σ^(α−1) ∫₀^∞ v^(α−1)/(1 + v) dv = σ^(α−1) π/sin(πα), for 0 < α < 1. In the second, expand 1/(u + σ) in powers of σ/u; its leading term is ∫₁^∞ u^(α−2) du = 1/(1−α). Therefore

a/ν = Bσ^α + σ[1 − (ω/ν)α/(1−α)] + O(σ²),

B = (ω/ν)πα/sin(πα).

For small σ the first term wins. The rate equations obey detailed balance, so n(t) is a sum of decaying exponentials with positive weights. It is therefore monotonic, and the leading small-s form fixes the leading late-time form. The inverse transform of s^(−α) is t^(α−1)/Γ(α), and so

n(t) → (νt)^(α−1)/[BΓ(α)].

The mean velocity is μ0F n(t). Integrating it from 0 to t, with αΓ(α) = Γ(1+α), gives

⟨x⟩ → μ0F (νt)^α/[νBΓ(1+α)].

The velocity never settles: this is dispersive transport with exponent α = T/T0.

The correction to a is smaller than the leading term by a factor of order σ^(1−α), which vanishes slowly when α is near 1. Diagonalizing the rate equations for a finely divided tail shows the difference. At νt = 10⁸ the logarithmic slope of n for α = 0.5745 is −0.4255, equal to α − 1 to the digits shown. For α = 0.9 the free fraction at the same νt is still 1.15 times its asymptotic value.

**(c) At which depth do the trapped carriers sit at time t, and can this explain the power law without transforms?**

Solution. The rate equation for ρ integrates to

ρ(E,t) = ωg(E) ∫₀^t n(t′) exp[−r(t − t′)] dt′.

In shallow traps, with rt ≫ 1, the exponential remembers only a recent interval in which n hardly changes, so ρ ≈ ωg n/r. This is local equilibrium with the free carriers. It varies as exp(E/kT − E/kT0), which rises with depth when T < T0. In deep traps, with rt ≪ 1, hardly any carrier has been released, so ρ is proportional to g and falls with depth. The maximum lies where rt is of order one, near the demarcation depth

E_d = kT ln(νt).

For α = 0.5745, the diagonalization places the maximum within about 0.1 kT of E_d at νt = 10⁴, 10⁶ and 10⁸.

On the shallow side ρ falls away from E_d over an energy kT/(1−α), on the deep side over kT0. For α = 0.5745 these are 2.4 kT and 1.7 kT, so most carriers sit within a few kT of E_d. For an estimate, take the height of this peak as ωg(E_d)nt and its width as kT. Requiring the trapped fraction to be about one gives

1 ≈ ω g(E_d) kT n t = ωα(νt)^(−α) n t, so n ~ (ν/ωα)(νt)^(α−1).

The exponent agrees with part (b); the prefactor is only an estimate, too large by BΓ(α) ≈ 5 for α = 0.5745 and ω/ν = 1/α, mainly because the peak is several kT wide. The free fraction falls because the population keeps sinking into traps from which release is slower.

**(d) A thin sheet of N carriers per unit area is released at x = 0 in a sample of thickness L. Find the current before and after transit, and a transit time.**

Solution. Let n(x,t) and p(x,t) now be the free and total densities per volume, v0 = μ0F, and t0 = L/v0 the transit time without traps. Conservation reads

∂p/∂t + v0 ∂n/∂x = Nδ(x)δ(t).

Part (b) holds at each x, so p̂ = n̂(1 + ωΦ̂) and

a n̂ + v0 ∂n̂/∂x = Nδ(x), so n̂ = (N/v0) exp(−ax/v0) for x > 0.

At constant voltage the current density in the outer circuit is the conduction current averaged over thickness, j = (qv0/L) ∫₀^L n dx. Its transform is

ĵ = (qN/L)(v0/a)[1 − exp(−aL/v0)] = qN[1 − exp(−at0)]/(at0).

As s → 0 this tends to qN, so all the injected charge is eventually collected.

Before transit, but with νt ≫ 1, |at0| is large and the exponential drops out. Then ĵ ≈ qN/(at0), and part (b) gives

j → (qN/t0)(νt)^(α−1)/[BΓ(α)].

Long after transit at0 is small, and ĵ/(qN) = 1 − at0/2 + … The constant and the part of a linear in s contribute only at t = 0. The late current comes from the leading fractional power, −½νt0Bσ^α. To invert s^α, note that s^(α−1) belongs to t^(−α)/Γ(1−α), and a further factor s means a time derivative for t > 0. This gives −αt^(−1−α)/Γ(1−α). The two minus signs cancel:

j → qN ν²t0B α(νt)^(−1−α)/[2Γ(1−α)].

The logarithmic slopes are α − 1 and −1 − α, and their sum is −2. The transit time t_T is defined as the time at which the two asymptotes cross. Equating them and multiplying by t0BΓ(α)(νt)^(1+α)/(qN) gives

(νt_T)^(2α) = (Bνt0)² Γ(1+α)/[2Γ(1−α)],

t_T = (1/ν)(Bνt0)^(1/α) {Γ(1+α)/[2Γ(1−α)]}^(1/(2α)).

At fixed temperature and material parameters t_T varies as (L/F)^(1/α). The apparent mobility L/(Ft_T) then varies as (L/F)^(1−1/α): it falls with thickness and rises with field, so it is not a material constant.

**(e) Evaluate the transit for holes in a 1000 nm film at 300 K and 0.020 MV/cm, with kT0 = 0.045 eV, μ0 = 1 cm²/Vs, ν = 10¹² s⁻¹ and N = 10⁹ cm⁻². What does a change of thickness or temperature do?**

Solution. These are rough values in the regime of hydrogenated amorphous silicon, a material of large-area image sensors. First,

α = 0.025852/0.045 = 0.5745, B = π/sin(πα) = 3.23,

t0 = (10⁻⁴ cm)/(1 cm²/Vs × 2×10⁴ V/cm) = 5.0 ns, νt0 = 5000.

Then Bνt0 = 1.615×10⁴. Raised to the power 1/α = 1.741 it gives 2.11×10⁷, and the gamma-function factor is 0.261. Hence

t_T = 10⁻¹² s × 2.11×10⁷ × 0.261 = 5.5 μs,

L/(Ft_T) = 9.1×10⁻⁴ cm²/Vs.

Trapping lengthens the transit about 1100 times. A carrier is captured on average ωt0 ≈ 8700 times on its way, and at t_T the demarcation depth is 0.40 eV.

The transit is not a sharp event. Inverting ĵ numerically, without the small-s approximation, gives a current density of 6.4 μA/cm² at t_T, while the asymptotes cross at 8.7 μA/cm². The collected charge, meaning the time integral of j divided by qN, is 0.138, 0.495 and 0.856 at 0.1, 1 and 10 t_T. It equals the mean of x/L over the carriers, not the fraction that has reached x = L. That fraction, the inverse transform of exp(−at0)/s, is only 0.00, 0.11 and 0.71 at the same times and reaches one half near 21 μs. A simulation of 3000 carriers, following each capture and release, gives 0.138, 0.489 and 0.852; its standard error is at most 0.5/√3000 ≈ 0.009. The inverted current has slopes −0.426 at 0.01 t_T and −1.576 at 10⁴ t_T, against predicted values of −0.4255 and −1.5745.

Doubling L at fixed field raises the time for collecting half the charge from 5.66 to 18.9 μs, a factor of 3.34 = 2^1.74. The apparent mobility defined by this time therefore falls by a factor of 0.60.

With the tail, ν, g0, μ0, L and F held fixed, t_T is 143 μs at 250 K, 5.5 μs at 300 K and 0.60 μs at 350 K. Temperature acts mainly through the release rates, which also set the exponent: α rises from 0.48 to 0.67 over this range. With ν fixed, the capture rate ω = ν/α falls as well, by a factor of 1.4.

**(f) What happens at T0 and above it?**

Solution. For α > 1 the mean dwell time is finite. Since Φ̂(0) = ∫₀^∞ Φ dt = τ̄, we have a ≈ s(1 + ωτ̄) at small s, and the free fraction tends to the constant 1/(1 + ωτ̄). With ω/ν = 1/α, part (a) gives ωτ̄ = 1/(α−1), hence

n → (α−1)/α = 1 − T0/T.

The drift mobility is then μ0(1 − T0/T), independent of thickness at late times. For α = 1.5 the diagonalization gives n = 0.3333 at νt = 10⁸, as predicted.

At α = 1 the integral of part (b) is elementary: νΦ̂ = ln[(1 + σ)/σ]. To leading logarithmic order n falls as (ν/ω)/ln(νt). This marginal case joins the slow power law below T0 to the constant above it.

A constant mean velocity does not yet imply a Gaussian packet. The mean square dwell time is the average of 2/r²,

(2α/ν²) ∫₀¹ u^(α−3) du = 2α/[ν²(α−2)],

and is finite only for α > 2. The usual central-limit argument for a Gaussian packet therefore applies above 2T0, but not between T0 and 2T0.

**(g) How far can the example be trusted for a real film?**

Solution. The tail width, μ0, ν and g0 = 4×10²¹ cm⁻³eV⁻¹ are rough typical values, and the apparent mobility depends steeply on the first. Room-temperature hole drift mobilities in this material are roughly of order 10⁻³ cm²/Vs, the same order as the model result. Because the inputs are rough, this shows a sensible regime and does not confirm the model.

Real films contain deep defects, which the model omits. Take a rough density of 3×10¹⁵ cm⁻³, the capture coefficient ν/Nc of the tail states, and no release. The loss over a full crossing is 1 − exp(−0.145), or about one carrier in seven. Real light is also absorbed over a finite depth. A carrier created 100 nm inside the film has 0.9L left to travel, which shortens its t_T by a factor 0.9^1.74 ≈ 0.83.

Hopping between tail states depends strongly on their localization length. With the same attempt rate ν, an upward hop over a distance d to a trap of depth E′ has the rate exp(E′/kT − 2d/a) relative to release, where a is the localization length. Take d as the radius of a sphere that holds on average one trap deeper than E′. The largest value over all E′ is then 0.013 for a = 0.5 nm but 0.50 for a = 1.0 nm. This uses one typical distance at each depth and leaves out chance close neighbours, so it understates how often carriers hop. To count them, note that a hop from a deep trap is faster than release if d < aE′/(2kT). Averaging the volume of this sphere over the tail, with 6(kT0)³ as the mean of E′³, gives πa³Nt/α³ such neighbours per trap: 0.37 for a = 0.5 nm and 3.0 for a = 1.0 nm. Many of these hops only lead to a neighbour and back, so the count does not measure transport. It does show that hopping is not clearly negligible in the first case and that multiple trapping alone is not a safe description in the second. The computed t_T is then only a rough guide.

The field can also assist release. If it multiplies every release rate by a factor f while ω stays fixed, every power of ν that comes from release is rescaled, and t_T is divided by f with α unchanged. For traps that are neutral when empty, an energy gain of qF times the localization length gives f = 1.04 to 1.08 along the field; averaged over all directions, gain and loss nearly cancel and f differs from 1 by about 0.1% or less. For traps that are charged when empty, the Coulomb barrier falls by 31 meV along the field and by less in other directions. Using the full lowering everywhere gives an upper value f = 3.3, which would bring t_T down to about 1.7 μs. Averaging the release over all directions, with no change against the field, gives f ≈ 1.7 and t_T ≈ 3.3 μs. Both values assume that the carrier crosses the barrier in one flight. Here the barrier top lies 7.8 nm from the trap, while a carrier diffuses only about 1.2 nm between captures, so escape is diffusive. Onsager's result for diffusive escape from a Coulomb centre gives f ≈ 1.2 and t_T ≈ 4.6 μs, and the larger values are best read as overestimates.

The remaining effects are small here. The field of the injected charge is 0.8% of the applied field, and the diffusion measure kT/(qFL) is 1.3%. Diffusion matters more at early times: at 0.01 t_T the mean displacement is about 37 nm against kT/(qF) = 13 nm, and with a reflecting contact at x = 0 the current is then 5% higher and its slope −0.46. If all the charge stayed within 100 nm, it would fill 0.4% of the states deeper than E_d at t_T and 6% at 100 t_T. By then E_d has reached 0.52 eV, so the late current also requires the tail to remain exponential that far into the gap. With 3×10¹⁵ cm⁻³ deep defects, the tail states deeper than E_d become the minority once E_d passes 0.495 eV, at about 38 t_T. The late power law at such times, including the slope at 10⁴ t_T, belongs to the model and need not hold in such a film. The field is about 2% of a rough breakdown field of 1 MV/cm. The numerical output below lists most of these values.

Computed results

```
tail width kT0 = 0.045 eV, T0 = 522.2 K
temperature = 300 K, kT = 0.02585 eV
alpha = T/T0 = 0.5745
attempt rate nu = 1.00e+12 1/s, capture rate omega = 1.741e+12 1/s
edge density of states = 4.0e+21 1/(cm3 eV)
tail states Nt = 1.800e+20, band states Nc = 1.034e+20 1/cm3
mobility mu0 = 1.0 cm2/Vs, thickness = 1000 nm
field = 0.020 MV/cm, voltage = 2.00 V
injected sheet density = 1.0e+09 1/cm2
trap-free transit t0 = 5.000 ns, captures per crossing = 8703
B = 3.2296, nu*t0 = 5000.0
transit time tT = 5.521 us
apparent mobility L/(F tT) = 9.056e-04 cm2/Vs
demarcation depth at tT = 0.4013 eV, at 100 tT = 0.5204 eV
current density at tT = 6.419 uA/cm2
asymptotes at tT = 8.654 uA/cm2
survival at nu*t=1e4: quadrature 4.486133e-03, law 4.486133e-03
rate matrix, alpha 0.4000: slope -0.6000, law -0.6000
rate matrix, alpha 0.5745: slope -0.4255, law -0.4255
peak depth minus kT ln(nu t), in kT, at nu t=1e4,1e6,1e8: -0.12, -0.11, -0.10
alpha 0.9, nu*t=1e8: free fraction / asymptotic law = 1.147
alpha 1.5, nu*t=1e8: free fraction = 0.3333, law 0.3333
current slope at 0.01 tT = -0.4259, law -0.4255
current slope at 1e4 tT = -1.5756, law -1.5745
current / law: early 1.0010, late 1.0020
crossing of tangents to inverted current = 5.586 us
half-collection time: L 5.655 us, 2L 18.904 us
thickness exponent = 1.7411, 1/alpha = 1.7407
Monte Carlo carriers = 3000
collected charge at 0.1 tT: Monte Carlo 0.138, inversion 0.138
collected charge at 1.0 tT: Monte Carlo 0.489, inversion 0.495
collected charge at 10.0 tT: Monte Carlo 0.852, inversion 0.856
T 250 K: alpha 0.4787, tT 143.326 us, mobility 3.489e-05 cm2/Vs
T 300 K: alpha 0.5745, tT 5.521 us, mobility 9.056e-04 cm2/Vs
T 350 K: alpha 0.6702, tT 0.599 us, mobility 8.342e-03 cm2/Vs
deep defects 3.0e+15 1/cm3: carriers lost = 13.5 %
trap filling, charge within 100 nm: tT 0.41 %, 100 tT 5.85 %
space-charge field / applied field = 0.76 %
diffusion measure kT/(q F L) = 1.29 %
localisation length 0.5 nm: hop/release = 0.013, qFa = 1.00 meV, release factor 1.039
localisation length 1.0 nm: hop/release = 0.496, qFa = 2.00 meV, release factor 1.080
Coulomb-centre barrier lowering = 31.1 meV, release factor 3.33
field / rough breakdown field = 0.020
```
